Why separately optimized Dirac-Fock fine structure survives at large c

**Question**

I am computing the 2p fine structure of boronlike Si⁹⁺ with the multiconfiguration Dirac-Fock method. The wave function contains 1s²2s²2p and 1s²2p³, and I optimize the J = 1/2 and J = 3/2 levels in separate runs. As a check I multiplied the speed of light by 8. Fine structure is a relativistic effect of order 1/c², so I expected 0.9457 eV to fall by a factor of about 64, to 0.0148 eV. I get 0.0409 eV, and the splitting does not seem to go to zero if c grows further. Both runs are converged. Is this a numerical fault, and can I trust the value at the physical c?

**Answer**

It need not be a numerical fault. The exact levels become degenerate as c → ∞, but two separately optimized approximations to them need not. Your two runs make different errors, and the difference survives without any relativity. It can be computed and subtracted.

I use atomic units in the algebra and eV for energies. The model is the Dirac-Coulomb Hamiltonian with a point nucleus. Breit interaction and QED are left out; they vanish as c → ∞ and so cannot cure the problem. I write p₋ for 2p₁/₂ and p₊ for 2p₃/₂, each with its own radial function, and Δ = E(3/2) − E(1/2).

**What the equations become at infinite c**

Let P and Q be the large and small radial components, and set Q = αq with α = 1/c. The one-electron energy, without the rest energy, is

∫ [V(P² + Q²) + 2cQ(P′ + κP/r) − 2c²Q²] dr
= ∫ [VP² + 2q(P′ + κP/r) + (α²V − 2)q²] dr.

At α = 0, stationarity in q gives 2(P′ + κP/r) − 4q = 0, so q = (P′ + κP/r)/2. Put back, the terms with q give 4q² − 2q² = 2q², which is the kinetic energy

½∫(P′ + κP/r)² dr = ½∫[P′² + 2κPP′/r + κ²P²/r²] dr.

Since 2PP′ = (P²)′, integration by parts turns the middle term into κP²/r²; the boundary terms vanish. Hence

T = ½∫[P′² + κ(κ + 1)P²/r²] dr.

For p₋, κ = 1; for p₊, κ = −2. Both give κ(κ + 1) = 2, the usual l(l + 1). The small components also drop out of the norm and of the electron repulsion. What remains is a spin-free Hamiltonian, but the method still allows p₋ and p₊ to have different radial functions.

**One configuration gives no offset**

In 1s²2s²2p the p electron moves in the field of closed s shells. That field is spherical and spin-free, so it acts alike on p₋ and p₊. The two energy functionals differ only in the name of the valence orbital, and their minima coincide. Independent radial functions are therefore not enough to cause the trouble.

**Adding 2p³ makes the two problems different**

The repulsion can lift the pair 2s² into a 2p pair with L = S = 0. With real orbitals this pair is a spin singlet times (xx + yy + zz)/√3. The dipole part of 1/r₁₂ gives ⟨ss|1/r₁₂|xx⟩ = G¹/3, where

G¹(2s,p) = ∫∫ P₂ₛ(r)Pₚ(r) (r_</r_>²) P₂ₛ(r′)Pₚ(r′) dr dr′.

The three terms add to a total coupling 3·(1/√3)·(G¹/3) = G¹/√3.

The same singlet can be written with spinors of definite j. It is a sum over pairs (φ, Kφ), where K is time reversal. Let the sum run over all six p spinors. Each pair is then counted twice, since K²φ = −φ makes (Kφ, K²φ) the same antisymmetrized pair as (φ, Kφ). If φᵢ = Σⱼ Uᵢⱼχⱼ with a 6 × 6 unitary matrix U, then Kφᵢ = Σⱼ Uᵢⱼ*Kχⱼ, and unitarity keeps the form of the sum. Counted once, there are three such pairs, one in p₋ and two in p₊, each with amplitude 1/√3 apart from a phase. Each therefore couples to 2s² with magnitude (1/√3)(G¹/√3) = G¹/3.

The valence electron blocks the pair to which its own spinor belongs:

- J = 1/2: the valence electron is p₋ and blocks the p₋ pair. Two p₊ pairs remain. Their normalized sum, (p₊²) with J = 0, has coupling √2·G¹(2s,p₊)/3.
- J = 3/2: the valence electron is p₊ and blocks one p₊ pair. There remain p₋²p₊ with coupling G¹(2s,p₋)/3, and p₊³ with coupling G¹(2s,p₊)/3.

If p₋ and p₊ have the same radial function, the squared couplings add to 2(G¹)²/9 in both cases. The Hamiltonian and the orbitals are then spin-free, both levels belong to one ²P term, and they share an energy E₀.

With separate radial functions this equality is lost. For J = 1/2, p₋ is purely the valence orbital and p₊ purely the correlating orbital, so each can take the shape that suits it. For J = 3/2, p₊ must serve in both roles.

**The forces that pull the orbitals apart**

Start from the best common orbital p and let η be a radial function orthogonal to it. Let γ₋ and γ₊ be the first-order energy changes, per unit ε, when p₋ or p₊ alone becomes p + εη. The configuration coefficients are already optimal, so their response does not enter at first order. Because the common orbital is stationary,

γ₋ + γ₊ = 0.

To find the difference, move the two orbitals in the ratio of their l·s values. From l·s = ½[j(j + 1) − 2 − 3/4], these are −1 for p₋ and +1/2 for p₊. The change δp₋ = −εη, δp₊ = +½εη is generated by the one-electron operator

t = (l·s)(|η⟩⟨p| − |p⟩⟨η|), T̂ = Σᵢ t(i),

where the second factor acts on the radial functions. The energy changes by ε⟨[H, T̂]⟩. Since H commutes with the total L and the total S, the commutator is, like T̂, a vector in orbital space contracted with a vector in spin space. Within a ²P term the expectation value of such an operator is proportional to that of L·S. Therefore

−γ₋ + ½γ₊ = K X_J, with X₁/₂ = −1 and X₃/₂ = +1/2,

where K depends on η but not on J. Inserting γ₊ = −γ₋ gives −(3/2)γ₋ = K X_J, so

γ₋ = 2K/3 for J = 1/2, γ₋ = −K/3 for J = 3/2.

The forces have ratio −2, and the calculation for Si⁹⁺ gives −2.000000. For a single configuration one of the p orbitals is empty, its γ is zero, the other γ is then zero too, and K = 0. With 2p³ present K is in general nonzero. Both levels can then go below E₀, by amounts that have no reason to be equal.

**Sign and size of the offset**

Define the lowering D_J = E₀ − E_J at infinite c. Then

Δ∞ = E(3/2) − E(1/2) = D₁/₂ − D₃/₂.

A rough estimate follows from how strongly the correlating orbital is occupied. Let w be the weight of 2p³ at the common-orbital solution. For J = 1/2 the occupations are 1 for p₋ and 2w for p₊. For J = 3/2, use the number operator of p₋, N₋ = Σᵢ(1 − 2l·s)/3 with the sum over the 2p electrons only, which counts 1 for p₋ and 0 for p₊. The total number of 2p electrons is on average 1 + 2w, and ⟨Σᵢ l·s⟩ = A X_J by the same argument as before. The J = 1/2 level fixes A:

1 = (1 + 2w)/3 + 2A/3, so A = 1 − w.

For J = 3/2 this gives

⟨N₋⟩ = (1 + 2w)/3 − (1 − w)/3 = w.

The weakly occupied orbital thus has occupation 2w in one level and w in the other. Suppose it alone relaxes, by an amount u, with energy gu + ½hu². The minimum is at u = −g/h and lowers the energy by g²/(2h). Going from J = 1/2 to J = 3/2, the force on this orbital changes from γ₊ = −2K/3 to γ₋ = −K/3, so g is halved. If the curvature h follows the occupation, it is halved too. Then u is the same in both levels, and

D₁/₂/D₃/₂ ≈ 1/[(1/2)²/(1/2)] = 2.

This leaves out relaxation of the other orbitals and the admixture of other 2p³ terms when p₋ ≠ p₊, so it is an estimate.

For Si⁹⁺, w = 0.0338 and

D₁/₂ = 0.05176 eV, D₃/₂ = 0.02512 eV,
Δ∞ = 0.05176 − 0.02512 = 0.02664 eV.

The ratio is 2.06. The mean radii support the picture. The common p orbital has 0.2284 Å. The correlating orbital expands to 0.2313 Å in both levels, while the valence orbital stays near 0.2282 Å for J = 1/2 and 0.2283 Å for J = 3/2.

There is also a bound. At infinite c the exact levels share one energy E_exact, and a variational energy cannot lie below it. Hence 0 ≤ D_J ≤ E₀ − E_exact, and |Δ∞| ≤ E₀ − E_exact. The offset is part of the correlation error and must disappear as the expansion becomes complete, though not necessarily at a steady rate.

**The subtraction**

At finite c the energy functional depends on α², and so does the norm ∫(P² + α²q²) dr of each orbital. Add the orthonormality conditions to the functional with Lagrange multipliers. The orbitals and coefficients make this sum stationary, so their response does not contribute to the first derivative of the energy. So

E_J(α) = E_J(0) + α²B_J + O(α⁴),

where B_J is the explicit derivative of this sum with respect to α², evaluated at α = 0 with the relaxed orbitals of level J. Taking the difference,

Δ(c) = Δ∞ + (B₃/₂ − B₁/₂)/c² + O(1/c⁴).

The corrected splitting is

Δ_sub(c) = Δ(c) − Δ∞.

For Si⁹⁺, with c multiplied by the factor in the first column:

factor: separate runs, after subtraction (eV)
1: 0.9457, 0.9191
2: 0.2554, 0.2287
4: 0.0838, 0.0571
8: 0.0409, 0.0143

From factor 4 to factor 8 your splitting falls by only 2.05, whereas the subtracted one falls by 4.00, as a 1/c² effect should. Your leftover is the offset: 0.0409 − 0.0143 = 0.0266 eV.

If your code cannot run at infinite c, two large values of c are enough. With Δ(c) = Δ∞ + b/c², doubling c divides the second term by 4, so b cancels in

Δ∞ ≈ [4Δ(8c) − Δ(4c)]/3 = (4 × 0.04091 − 0.08376)/3 = 0.0266 eV.

This agrees with the direct calculation at α = 0. The offset must come from the same configurations and the same optimization scheme as the splitting it corrects. An offset from the single configuration would be zero and would correct nothing.

**What the subtraction leaves behind**

The coefficient B₃/₂ − B₁/₂ was computed with orbitals distorted differently in the two levels. That distortion also changes the 1/c² term, and subtracting a constant cannot repair it.

To see how much the 1/c² term depends on the choice of orbitals, compare with a calculation in which one set of orbitals makes the mean energy stationary, with weights proportional to 2J + 1, that is 1/3 and 2/3. At infinite c the force on p₋ is then

(1/3)(2K/3) + (2/3)(−K/3) = 0,

and likewise for p₊. The common orbital is stationary and the offset is absent. Equal weights would give K/6 instead, and the force would remain.

At the physical c, the separate, subtracted and averaged splittings are, in eV:

O³⁺: 0.0733, 0.0538, 0.0537
Si⁹⁺: 0.9457, 0.9191, 0.9194
Fe²¹⁺: 15.139, 15.104, 15.107

The last digit for Si⁹⁺ and Fe²¹⁺ depends on the radial basis: for hydrogenic Fe²⁵⁺ the basis misses the Dirac 2p splitting by 0.0007 eV. This error is nearly the same in the three columns and hardly affects their differences.

Subtraction removes most of the disagreement in all three ions. A small part stays: for Si⁹⁺ at factor 8, the splitting times the factor squared is 0.9137 eV after subtraction and 0.9140 eV with averaging, a difference of 0.04% of the latter. It does not shrink relative to the splitting as c grows, as expected of a difference in the 1/c² coefficient. This 0.04% is not the size of the distortion effect by itself. In the averaged calculation neither level is stationary on its own. At finite c, p₋ and p₊ shift along η by amounts u₋ and u₊ of order α², and the forces found above change the splitting by (−K/3 − 2K/3)u₋ + (K/3 + 2K/3)u₊ = K(u₊ − u₋), also of order 1/c². The 0.04% is the net of the two effects. The averaged result is not a reference value either. It is a second approximation with the same configurations, and the comparison measures dependence on the orbital choice, not the missing correlation.

**When it matters**

The offset is 27% of the uncorrected splitting in O³⁺, 2.8% in Si⁹⁺ and 0.23% in Fe²¹⁺. The reason is the scaling with nuclear charge Z. At leading order for large Z, the repulsion that drives the orbitals apart grows as Z, while the one-electron energies that resist it grow as Z². The weight w tends to a constant, because the coupling and the gap between 2s²2p and 2p³ both grow as Z. A lowering of the form g²/(2h) then tends to a constant, while the fine structure grows as Z⁴. In these three ions the offset is still rising, from 0.020 to 0.027 to 0.035 eV, so the limit has not been reached, but the fine structure rises far faster.

So your value at the physical c is usable after correction: 0.919 eV within this model instead of 0.946 eV. Before comparing it with a measurement you still need the Breit interaction, QED and more correlation. If you enlarge the configuration list, recompute the offset, since it belongs to the wave function and not to the ion. The remaining values and the basis check are in the numerical output below.

Values computed for the example and the checks

```
Dirac-Coulomb model, point nucleus; Breit and QED omitted
Inverse fine-structure constant = 137.035999 (dimensionless)
Basis functions per large component = 10 (count)
Fe25+ hydrogenic 2p splitting, basis = 21.169373 eV
Fe25+ hydrogenic 2p splitting, Dirac formula = 21.170025 eV
Physical c: separately optimized, offset, subtracted, averaged [eV]
O3+    0.073319 0.019503 0.053817 0.053743
Si9+   0.945701 0.026638 0.919063 0.919431
Fe21+  15.139096 0.034795 15.104301 15.107081
Offset as percentage of separately optimized splitting [%]
O3+    26.5996
Si9+   2.8168
Fe21+  0.2298
Energy lowering: J=1/2 [eV], J=3/2 [eV], ratio [dimensionless]
O3+    0.037572 0.018070 2.0793
Si9+   0.051762 0.025124 2.0603
Fe21+  0.067767 0.032972 2.0553
Si9+ common-orbital nonrelativistic energy = -6494.201078 eV
Si9+ 2p3 weight with common orbitals = 0.033760 (dimensionless)
Si9+ gradient ratio J=1/2 to J=3/2 = -2.000000 (dimensionless)
Si9+ common p mean radius = 0.228430 angstrom
Si9+ J=1/2 nonrelativistic radii p-, p+ = 0.228181, 0.231269 angstrom
Si9+ J=3/2 nonrelativistic radii p-, p+ = 0.231312, 0.228308 angstrom
Si9+ scan: c factor, separate, subtracted, averaged [eV]
1 0.9457011 0.9190627 0.9194308
2 0.2553750 0.2287366 0.2288317
4 0.0837583 0.0571199 0.0571439
8 0.0409144 0.0142760 0.0142820
Si9+ factor squared times splitting: subtracted, averaged [eV]
1 0.919063 0.919431
2 0.914946 0.915327
4 0.913919 0.914302
8 0.913662 0.914046
Si9+ offset extrapolated from finite c = 0.0266330 eV
Si9+ offset computed at infinite c = 0.0266384 eV
Si9+ offset with 11 basis functions = 0.0266379 eV
Si9+ relative virial error = 5.72e-08 (dimensionless)
```
